**Nucleation barrier of a circular step on a 180° ferroelectric wall**

The program tests the barrier $U^*=\pi\sigma^2c/(2PE)$ and the critical radius $r^*=\sigma/(2PE)$, where $\sigma$ is the wall energy per area, $c$ the step thickness, $P$ the polarization magnitude and $E$ the field. It integrates the wall and field energies of a stepped wall, subtracts those of a flat wall, and asserts that the numerically found maximum agrees with both formulas to within 0.1% at three fields. It also asserts that the slope of the barrier exponent against $1/E$ gives the stated activation field of nucleation. For the bound charge on a sharp rim, it compares the thin-step energy formula with quadrature of the Coulomb integral and requires closer agreement for a thinner step. The output gives a barrier of 0.15 eV at a radius of 1.92 nm when the rim charge costs no energy. With unscreened rim charge and an illustrative relative permittivity of 100, the barrier for a circular step rises to about 1.5 eV.

## Program and output

```python
"""
Result under test: a circular step on a flat 180-degree ferroelectric wall has
the barrier U* = pi sigma^2 c / (2 P E) at the radius r* = sigma / (2 P E).
sigma: wall energy per area; c: step thickness; P: polarization magnitude;
E: field along the polarization of the growing domain.
Bound charge on the rim is left out of U*, then estimated separately as
W = P^2 c^2 r / eps * (ln(8 r / c) - 1/2), for c much smaller than r.
All quantities are in SI units unless a name says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

sigma = 0.01
P = 0.26
c = 0.4e-9
E = 10e6
temperature = 300.0
eps_relative = 100.0
eps = eps_relative * constants.epsilon_0
eV = constants.e
nm = 1e-9
kT = constants.k * temperature

nodes, weights = np.polynomial.legendre.leggauss(8)


def window_energy(radius, field, step_height):
    """Wall plus field energy of a round window with a narrow-ramp step."""
    ramp = 1e-4 * c
    window_radius = 20 * nm
    half_box = 2 * nm
    edges = [0.0, radius - ramp / 2, radius + ramp / 2, window_radius]
    total = 0.0
    for left, right in zip(edges[:-1], edges[1:]):
        rho = (left + right) / 2 + (right - left) / 2 * nodes
        height = step_height * np.clip((edges[2] - rho) / ramp, 0, 1)
        on_ramp = left == edges[1]
        slope = step_height / ramp if on_ramp else 0.0
        wall = sigma * np.sqrt(1 + slope**2)
        favoured = -P * field * (half_box + height)
        opposed = P * field * (half_box - height)
        density = 2 * np.pi * rho * (wall + favoured + opposed)
        total += (right - left) / 2 * np.sum(weights * density)
    return total


def step_energy(radius, field):
    """Energy of the stepped wall minus that of the flat wall."""
    return window_energy(radius, field, c) - window_energy(radius, field, 0.0)


def find_maximum(energy, upper_nm):
    """Radius and height of the energy maximum, searched in nm and eV."""
    found = minimize_scalar(lambda x: -energy(x * nm) / eV,
                            bounds=(0.5, upper_nm), method="bounded",
                            options={"xatol": 1e-7})
    return found.x * nm, -found.fun * eV


def barrier_formula(field):
    return np.pi * sigma**2 * c / (2 * P * field)


# Barrier and critical radius: numerical search against the formulas.
# The finite ramp lowers the rim area by one part in ten thousand.
fields = [5e6, 10e6, 20e6]
searched = []
for field in fields:
    r_found, u_found = find_maximum(lambda r: step_energy(r, field), 12.0)
    assert abs(r_found / (sigma / (2 * P * field)) - 1) < 1e-3
    assert abs(u_found / barrier_formula(field) - 1) < 1e-3
    searched.append(u_found)

r_star = sigma / (2 * P * E)
u_star = barrier_formula(E)
assert round(u_star / eV, 2) == 0.15

# Rim cost is the zero-field energy; the field gain is the remainder.
rim_cost = step_energy(r_star, 0.0)
field_gain = rim_cost - step_energy(r_star, E)
assert abs(rim_cost / (2 * u_star) - 1) < 1e-3
assert abs(field_gain / u_star - 1) < 1e-3
assert abs(step_energy(2 * r_star, E)) < 1e-3 * u_star
assert step_energy(0.9 * r_star, E) < step_energy(r_star, E)
assert step_energy(1.1 * r_star, E) < step_energy(r_star, E)

# Activation field: slope of the searched Boltzmann exponent against 1/E.
activation_field = np.pi * sigma**2 * c / (2 * P * kT)
slope = (searched[0] - searched[2]) / kT / (1 / fields[0] - 1 / fields[2])
assert abs(slope / activation_field - 1) < 1e-3


def rim_charge_formula(radius, thickness):
    log_factor = np.log(8 * radius / thickness) - 0.5
    return P**2 * thickness**2 * radius / eps * log_factor


def rim_charge_quadrature(radius, thickness):
    """Coulomb self-energy of a ribbon with charge density 2 P cos(theta)."""
    k = thickness / radius

    def integrand(phi):
        d = 2 * np.sin(phi / 2)
        height_part = 2 * (k * np.arcsinh(k / d) - np.hypot(d, k) + d)
        return np.cos(phi) * height_part

    near = quad(integrand, 0, k, epsabs=1e-13, epsrel=1e-9, limit=200)[0]
    far = quad(integrand, k, np.pi, epsabs=1e-13, epsrel=1e-9, limit=200)[0]
    return (2 * P)**2 * radius**3 / (8 * eps) * 2 * (near + far)


# The formula is the thin-step limit, so agreement must tighten as c shrinks.
w_formula = rim_charge_formula(r_star, c)
w_direct = rim_charge_quadrature(r_star, c)
assert abs(w_formula / w_direct - 1) < 1e-2
thin = c / 10
thin_ratio = rim_charge_formula(r_star, thin) / rim_charge_quadrature(r_star, thin)
assert abs(thin_ratio - 1) < 3e-4

# Barrier with the unscreened rim charge, by two routes for each energy term.
r_charged, u_charged = find_maximum(
    lambda r: step_energy(r, E) + rim_charge_quadrature(r, c), 18.0)
r_check, u_check = find_maximum(
    lambda r: 2 * np.pi * c * (sigma * r - P * E * r**2)
    + rim_charge_formula(r, c), 18.0)
assert abs(u_charged / u_check - 1) < 1e-2
assert abs(r_charged / r_check - 1) < 1e-2
assert r_charged < 17 * nm

print(f"Wall energy sigma: {sigma:.2f} J/m^2")
print(f"Polarization P: {P:.2f} C/m^2")
print(f"Step thickness c: {c / nm:.1f} nm")
print(f"Field E: {E / 1e6:.0f} MV/m")
print(f"Driving energy density 2PE: {2 * P * E:.2e} J/m^3")
print(f"Critical radius r*: {r_star / nm:.3f} nm")
print(f"Critical diameter: {2 * r_star / nm:.2f} nm")
print(f"Rim cost at r*: {rim_cost / eV:.3f} eV")
print(f"Field gain at r*: {field_gain / eV:.3f} eV")
print(f"Barrier U* from formula: {u_star:.3e} J")
print(f"Barrier U* from formula: {u_star / eV:.4f} eV")
print(f"Barrier from numerical search: {searched[1] / eV:.4f} eV")
for radius_nm in (1.0, 3.0, 5.0):
    value = step_energy(radius_nm * nm, E) / eV
    print(f"Step energy at r = {radius_nm:.0f} nm: {value:.3f} eV")
for field, barrier in zip(fields, searched):
    print(f"Searched barrier at {field / 1e6:.0f} MV/m: {barrier / eV:.3f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT / eV:.5f} eV")
print(f"Ratio U*/kT: {u_star / kT:.2f} (no unit)")
print(f"Boltzmann factor: {np.exp(-u_star / kT):.2e} (no unit)")
print(f"Activation field of nucleation: {activation_field / 1e6:.1f} MV/m")
print(f"Illustrative relative permittivity: {eps_relative:.0f} (no unit)")
print(f"Rim-charge energy at r*, formula: {w_formula / eV:.3f} eV")
print(f"Rim-charge energy at r*, quadrature: {w_direct / eV:.3f} eV")
print(f"Critical radius with rim charge: {r_charged / nm:.2f} nm")
print(f"Barrier with rim charge: {u_charged / eV:.2f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Wall energy sigma: 0.01 J/m^2
Polarization P: 0.26 C/m^2
Step thickness c: 0.4 nm
Field E: 10 MV/m
Driving energy density 2PE: 5.20e+06 J/m^3
Critical radius r*: 1.923 nm
Critical diameter: 3.85 nm
Rim cost at r*: 0.302 eV
Field gain at r*: 0.151 eV
Barrier U* from formula: 2.417e-20 J
Barrier U* from formula: 0.1508 eV
Barrier from numerical search: 0.1508 eV
Step energy at r = 1 nm: 0.116 eV
Step energy at r = 3 nm: 0.103 eV
Step energy at r = 5 nm: -0.235 eV
Searched barrier at 5 MV/m: 0.302 eV
Searched barrier at 10 MV/m: 0.151 eV
Searched barrier at 20 MV/m: 0.075 eV
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Ratio U*/kT: 5.83 (no unit)
Boltzmann factor: 2.92e-03 (no unit)
Activation field of nucleation: 58.3 MV/m
Illustrative relative permittivity: 100 (no unit)
Rim-charge energy at r*, formula: 0.462 eV
Rim-charge energy at r*, quadrature: 0.463 eV
Critical radius with rim charge: 7.01 nm
Barrier with rim charge: 1.47 eV
ALL CHECKS PASSED
```
